# Corner Chords and the Second-Order Conductivity of a Diffuse Square Wire

## From the transport equation to the corner term

Someone who estimates the resistance of a metal line a few mean free paths wide must decide where to stop the correction for surface scattering. The first correction is linear in the ratio of mean free path to width. Stopping there treats every wall as though the others were absent. For a copper-like line 200 nm on a side with a mean free path of 40 nm, a conductivity cut off at the linear term gives a resistivity of 1.934 microohm cm. Adding the quadratic term derived here gives 1.911 microohm cm. For this line, and within the model used here, a resistance budget finer than about one percent requires the quadratic term, with the right sign and size.

The wire is long and straight, with its axis along $z$ and the cross-section $0<x<a$, $0<y<a$. Its corners are sharp. The metal has a spherical Fermi surface, a Fermi speed $v_F$ and one relaxation time $\tau$, so the bulk mean free path is $\lambda=v_F\tau$. A weak steady field $E$ points along $z$. The walls are fully diffuse: an electron that reaches a wall leaves it at the same energy, in a direction that carries no memory of the direction of arrival. With $k=\lambda/a$ and $\sigma_0$ the bulk conductivity, the conductivity $\sigma$ averaged over the cross-section will turn out to be

$$
\frac{\sigma}{\sigma_0}=1-\frac34 k+\frac{4}{5\pi}k^2+R ,
$$

where $R$ is exponentially small for $k\ll1$. The quadratic term is a gain only relative to the linear loss: the wire conducts worse than bulk metal, but less badly than the linear term says.

The calculation starts from the semiclassical Boltzmann equation. Let the electron charge be $-e$, let $f_0(\varepsilon)$ be the equilibrium distribution, and let $f_1$ be the small change made by the field. The force is $-eE$ along $z$, and $\partial f_0/\partial k_z=\hbar v_z f_0'$, where the prime means differentiation with respect to energy. To first order in the field, the steady equation is

$$
\mathbf v_\perp\cdot\nabla f_1-eEv_zf_0'=-\frac{f_1}{\tau}.
$$

Here $\mathbf v_\perp$ is the velocity in the cross-section; nothing varies along $z$. In bulk metal the gradient vanishes, and $f_1=eE\tau v_zf_0'$. In the wire, write $f_1$ as this bulk value times a factor $g$ that depends on position and direction. Inserting it gives

$$
eE\tau v_zf_0'\,\mathbf v_\perp\cdot\nabla g-eEv_zf_0'=-eEv_zf_0'\,g .
$$

Division by $eEv_zf_0'$ leaves $\tau\mathbf v_\perp\cdot\nabla g=1-g$. Let $\theta$ be the angle between the velocity and the axis, and $\phi$ the direction of its projection on the cross-section. Then $\mathbf v_\perp=v_F\sin\theta(\cos\phi,\sin\phi)$. With $s=\sin\theta$ and $t=\lambda s$,

$$
t\left(\cos\phi\frac{\partial g}{\partial x}+\sin\phi\frac{\partial g}{\partial y}\right)=1-g .
$$

The length $t$ is the mean free path projected on the cross-section. An electron moving nearly along the axis has a small $t$, because it travels far along the wire before it crosses much of the section.

The diffuse wall supplies the boundary condition. Neither the equation for $g$ nor the square distinguishes $v_z$ from $-v_z$, so $g$ is even in $v_z$ and $f_1$ is odd. The field-induced part of the arriving distribution therefore brings no net number of electrons to the wall at any energy. The wall sends back an isotropic distribution whose strength is set by that number, so the departing electrons have $f_1=0$, that is, $g=0$. The same oddness means that $f_1$ produces no charge density and no current across the wire, so no transverse field has to be added.

Along a straight path in the cross-section, let $u$ be the distance from the wall where the path began. The equation becomes $t\,dg/du=1-g$ with $g(0)=0$. Hence $1-g$ decays from one as $e^{-u/t}$. At a point whose distance back to the wall along the path is $d$,

$$
g=1-e^{-d/t}.
$$

The exponential is the fraction of the bulk response that is missing because the electron has recently left a wall.

The current density is $-e$ times the sum of $v_zf_1$ over all states, with a factor two for spin:

$$
j_z=2e^2E\int\frac{d^3k'}{(2\pi)^3}\,\tau v_z^2(-f_0')\,g .
$$

The integration variable $\mathbf k'$ is the wavevector, unrelated to the ratio $k$. When the thermal energy is far below the Fermi energy, $-f_0'$ selects the Fermi surface. There $v_z=v_F\cos\theta$, and the ratio to the bulk current is the average of $\cos^2\theta\,g$ over directions divided by the average of $\cos^2\theta$, which is $1/3$. Averaging also over the area $a^2$ gives

$$
\frac{\sigma}{\sigma_0}=1-\frac{3}{4\pi a^2}\int dA\int_0^{2\pi}d\phi\int_0^\pi d\theta\,s\cos^2\theta\,e^{-d/t}.
$$

The factor $s$ belongs to the solid angle, $d\Omega=s\,d\theta\,d\phi$.

The integral over area becomes simple if the square is cut into lines parallel to the direction of motion. Fix $\phi$. Let $p$ be the perpendicular offset of a line and $\ell$ the length of the chord that the square cuts from it. The square is convex, so each line has one chord, and a point at distance $u$ from its entry end has $d=u$. With $dA=dp\,du$, one chord contributes

$$
\int_0^\ell e^{-u/t}\,du=t\left(1-e^{-\ell/t}\right).
$$

The first term is the loss that a wall would cause if the path ran on without end. The second term gives back the part of that loss which would have lain beyond the far end of the chord. Since $t=\lambda s$,

$$
\frac{\sigma}{\sigma_0}=1-\frac{3\lambda}{4\pi a^2}\int_0^\pi d\theta\,s^2\cos^2\theta\int_0^{2\pi}d\phi\left[W(\phi)-\int dp\,e^{-\ell/t}\right].
$$

Here $W(\phi)$ is the width of the square seen along $\phi$. No approximation has been made in passing from areas to chords.

The linear term comes from $W$. The two sides project to $a|\sin\phi|$ and $a|\cos\phi|$, so $W=a(|\sin\phi|+|\cos\phi|)$. Each absolute value integrates to 4 over a full turn, and $W$ to $8a$. For the polar angle,

$$
\int_0^\pi s^2\cos^2\theta\,d\theta=\int_0^\pi\frac{\sin^22\theta}{4}\,d\theta=\int_0^\pi\frac{1-\cos4\theta}{8}\,d\theta=\frac{\pi}{8}.
$$

The loss is therefore

$$
\frac{3\lambda}{4\pi a^2}\cdot\frac{\pi}{8}\cdot8a=\frac{3\lambda}{4a}=\frac34k .
$$

What remains is $\int dp\,e^{-\ell/t}$. In a thick wire $t\le\lambda\ll a$, so chords much longer than $\lambda$ count for almost nothing. A chord that joins opposite faces is at least $a$ long. A chord that joins adjacent faces may be as short as one likes, since it can pass close to their common corner. A power of $k$ beyond the first can thus come from the corners alone.

Take $0<\phi<\pi/2$, so that the electron moves towards larger $x$ and larger $y$. It enters through the left or the bottom face and leaves through the right or the top face. Two of these pairings join adjacent faces: left to top, which cuts the upper left corner, and bottom to right, which cuts the lower right corner. Each direction therefore has two cut corners.

At a cut corner the chord is the hypotenuse of a right triangle with legs $\ell\cos\phi$ and $\ell\sin\phi$. Let $p$ now be measured from the corner to the chord. Writing the area of the triangle in two ways gives $\tfrac12\ell p=\tfrac12\ell^2\sin\phi\cos\phi$, so

$$
p=\ell\sin\phi\cos\phi,\qquad dp=\sin\phi\cos\phi\,d\ell .
$$

The second relation is the heart of the matter. At a right-angled corner, chords of vanishing length have a finite density in $\ell$. If the upper limit of $\ell$ is taken to infinity, which changes the result by an exponentially small amount, one corner gives

$$
\sin\phi\cos\phi\int_0^\infty e^{-\ell/t}\,d\ell=t\sin\phi\cos\phi .
$$

Two corners give twice this. Each of the four quadrants of $\phi$ contributes equally, and $\int_0^{\pi/2}\sin\phi\cos\phi\,d\phi=\tfrac12$. The integral over all directions is then

$$
4\cdot2t\cdot\frac12=4t=4\lambda s .
$$

The extra factor $s$ changes the polar integral. With $\mu=\cos\theta$ and $d\mu=-s\,d\theta$,

$$
\int_0^\pi s^3\cos^2\theta\,d\theta=\int_{-1}^{1}(1-\mu^2)\mu^2\,d\mu=\frac23-\frac25=\frac4{15}.
$$

The chord term stands inside the bracket with a minus sign, and the bracket itself is subtracted, so the contribution to the conductivity is positive:

$$
\frac{3\lambda}{4\pi a^2}\cdot4\lambda\cdot\frac4{15}=\frac{48}{60\pi}\frac{\lambda^2}{a^2}=\frac{4}{5\pi}\frac{\lambda^2}{a^2}.
$$

The coefficient is 0.2546. A numerical average of $e^{-d/t}$ over points and directions, which makes no use of chords, gave 0.2548 both at $k=0.10$ and at $k=0.05$ after the linear term was removed. The gap of about 0.0002 is grid error of that average; the true remainder adds only 0.00001 to the coefficient at $k=0.10$ and less at $k=0.05$. A separate tracing of chords at $k=0.10$ sorted them by the faces they join. Chords between adjacent faces contributed 0.0025465 to $\sigma/\sigma_0$, and all chords together 0.0025466. The formula gives $0.254648\times0.01=0.0025465$. This tests the cause of the term as well as its size.

The same result can be read point by point. For motion in the first quadrant of $\phi$, the distances back to the lines of the left and bottom walls are $d_x=x/\cos\phi$ and $d_y=y/\sin\phi$. The electron came from the nearer one, so $d$ is the smaller of the two. Since the smaller and the larger together make up the pair,

$$
e^{-d/t}=e^{-d_x/t}+e^{-d_y/t}-e^{-\max(d_x,d_y)/t}.
$$

The first two terms are the shadows that the two walls would cast independently, and they produce the linear loss. Near a corner the shadows overlap, but an electron that has just lost its drift at one wall has no memory of an earlier visit to another. The last term removes this double counting.

Its size follows from $U=d_x/t$ and $V=d_y/t$, for which $dx\,dy=t^2\sin\phi\cos\phi\,dU\,dV$. The region where the larger of $U$ and $V$ is below $m$ has area $m^2$, so

$$
\int_0^\infty\!\!\int_0^\infty e^{-\max(U,V)}\,dU\,dV=\int_0^\infty2m\,e^{-m}\,dm=2 .
$$

The overlap is $2t^2\sin\phi\cos\phi$. This equals $t$ times the contribution $2t\sin\phi\cos\phi$ of the two cut corners found above, as it must. The corner whose shadows overlap is the one from which the electron moves away, whereas the chords cut the two neighbouring corners; the two accounts distribute the same total differently over the square.

## The remainder, the inversion and a copper-like line

In this half, $a$ is the side of the square wire, $\lambda$ the bulk mean free path and $k=\lambda/a$. The angle $\theta$ is measured from the wire axis, $s=\sin\theta$, $t=\lambda s$, and $\phi$ is the direction in the cross-section. A chord has length $\ell$ and offset $p$. The first half showed that

$$
\frac{\sigma}{\sigma_0}=1-\frac34k+\frac{3\lambda}{4\pi a^2}\int_0^\pi d\theta\,s^2\cos^2\theta\int_0^{2\pi}d\phi\int dp\,e^{-\ell/t},
$$

and that chords cutting the corners turn the last term into $4k^2/(5\pi)$ when their upper length limit is moved to infinity. The polar integrals of $s^2\cos^2\theta$ and $s^3\cos^2\theta$ are $\pi/8$ and $4/15$.

To find what the moved limit and the long chords leave over, take $0<\phi<\pi/4$; the symmetry of the square repeats this range eight times. A corner chord has its longer leg $\ell\cos\phi$ along $x$, and this leg cannot exceed $a$. Its length therefore ends at $L=a/\cos\phi$. The two cut corners contribute

$$
2\sin\phi\cos\phi\int_0^L e^{-\ell/t}\,d\ell=2t\sin\phi\cos\phi\left(1-e^{-L/t}\right).
$$

The other chords run from the left face to the right face and all have length $L$. Their total width is the full projected width less the widths of the two corner zones:

$$
a(\cos\phi+\sin\phi)-2L\sin\phi\cos\phi=a(\cos\phi-\sin\phi).
$$

The terms containing $e^{-L/t}$ form the remainder. Eight times the prefactor $3\lambda/(4\pi a^2)$ is $6\lambda/(\pi a^2)$, so

$$
R=\frac{6\lambda}{\pi a^2}\int_0^\pi d\theta\,s^2\cos^2\theta\int_0^{\pi/4}d\phi\,e^{-a/(t\cos\phi)}\left[a(\cos\phi-\sin\phi)-2t\sin\phi\cos\phi\right].
$$

With this $R$ the expansion is an identity for every $k$. Because $t\cos\phi\le\lambda$, the exponential is at most $e^{-1/k}$. An upper bound follows if the negative part of the bracket is dropped. With $\int_0^{\pi/4}(\cos\phi-\sin\phi)\,d\phi=\sqrt2-1$,

$$
R\le\frac{6\lambda}{\pi a^2}\cdot\frac\pi8\cdot a(\sqrt2-1)\,e^{-1/k}=\frac34(\sqrt2-1)\,k\,e^{-1/k}.
$$

A lower bound follows if the positive part is dropped. With $\int_0^{\pi/4}\sin\phi\cos\phi\,d\phi=\tfrac14$,

$$
R\ge-\frac{6\lambda}{\pi a^2}\cdot2\lambda\cdot\frac4{15}\cdot\frac14\,e^{-1/k}=-\frac4{5\pi}k^2e^{-1/k}.
$$

Both bounds vanish faster than any power of $k$ as $k\to0$. Within this model there is therefore no cubic or higher power in $\sigma/\sigma_0$.

The series must fail when the wire is no longer thick: at $k=3$ it gives $\sigma/\sigma_0=1.04$, although diffuse walls can only lower the conductivity. For moderate $k$ the error is still small. At fixed $\lambda=40$ nm, a side of 80 nm gives $k=0.5$. The full chord integral is then 0.694 and the series 0.689, an error of 0.7 percent of the full value. At a side of 40 nm, with $k=1$, they are 0.517 and 0.505, an error of 2.5 percent. The remainders, 0.0050 and 0.0127, agree with the integral for $R$ and lie within its bounds. The small error at $k=1$ is a numerical fact about this square. The upper bound there is 0.114, so the bounds alone would not have promised it.

Two changes of shape show what the quadratic term depends on. In a rectangle of sides $a$ and $b$, both much longer than $\lambda$, the projected width integrates to $4(a+b)$, while the four corners still give $4t$. Replacing the area $a^2$ by $ab$ yields

$$
\frac{\sigma}{\sigma_0}\simeq1-\frac38\left(\frac\lambda a+\frac\lambda b\right)+\frac{4}{5\pi}\frac{\lambda^2}{ab}.
$$

For $b\to\infty$ this becomes a film of thickness $a$, with linear loss $3k/8$ and no quadratic term. A point average for the film at $k=0.10$ gave an apparent quadratic coefficient of 0.00006, which is zero within the grid error of that average; the exponentially small remainder of the film corresponds to 0.000007. One might hope to build the square wire by multiplying two film factors, but

$$
\left(1-\frac38k\right)^2=1-\frac34k+\frac9{64}k^2 ,
$$

and $9/64=0.141$ is only 55 percent of the true coefficient. The product has the right linear term and too little corner gain.

A round wire of diameter $a$ has short chords but no corners. Its projected width is $a$ in every direction, and its area is $\pi a^2/4$. The linear loss is

$$
\frac{3\lambda}{4\pi(\pi a^2/4)}\cdot\frac\pi8\cdot2\pi a=\frac34k,
$$

the same as for the square. A chord of length $\ell$ lies at distance $p=\tfrac12\sqrt{a^2-\ell^2}$ from the centre, so for short chords $|dp|\simeq\ell\,d\ell/(2a)$. The density of chords now vanishes with their length. The two edges together give $\int_0^\infty(\ell/a)e^{-\ell/t}d\ell=t^2/a$, one power of $t$ more than a corner gives. The polar integral needed is

$$
\int_0^\pi s^4\cos^2\theta\,d\theta=\int_0^\pi\frac{1-\cos2\theta}{2}\,\frac{\sin^22\theta}{4}\,d\theta=\frac\pi{16},
$$

because the part with $\cos2\theta$ integrates to zero. The leading gain is then

$$
\frac{3\lambda}{\pi^2a^2}\cdot2\pi\cdot\frac{\lambda^2}{a}\cdot\frac{\pi}{16}=\frac38k^3 .
$$

If this cubic gain is divided by $k^2$ at $k=0.05$, it looks like a quadratic coefficient of 0.01875. The chord calculation gave 0.0188. The apparent coefficient is the cubic term, and no corner-like term is present.

Partly specular walls weaken the corner gain more than the linear loss. Suppose that a constant fraction $P$ of the electrons is reflected like light from a mirror, with $v_z$ unchanged, and the rest is scattered diffusely. For departing electrons $g_{\rm out}=Pg_{\rm in}$. The missing response $h=1-g$ then obeys

$$
h_{\rm out}=(1-P)+Ph_{\rm in}.
$$

Follow an electron back towards a corner. Reflection at one wall reverses one transverse velocity component and leaves the other unchanged, so the path meets the two wall lines at the distances $d_x$ and $d_y$ defined earlier. Later encounters lie at least $a$ back along the path and give exponentially small terms. Applying the wall condition at the two encounters gives

$$
h\simeq(1-P)\left[e^{-\min(d_x,d_y)/t}+Pe^{-\max(d_x,d_y)/t}\right].
$$

Replacing the first exponential by the sum of both wall terms less the exponential of the maximum gives

$$
h\simeq(1-P)\left(e^{-d_x/t}+e^{-d_y/t}\right)-(1-P)^2e^{-\max(d_x,d_y)/t}.
$$

Thus the linear loss carries $1-P$ and the corner gain $(1-P)^2$. Both walls have to erase memory before their shadows can be counted twice. At $P=0.5$ and $k=0.10$ the point average gave a coefficient of 0.0637, and the formula gives $0.25\times0.2546=0.0637$.

The resistance of the line is proportional to the resistivity $\rho=1/\sigma$, so the series has to be inverted. With $q=\tfrac34k-\tfrac4{5\pi}k^2$ and $\rho_0=1/\sigma_0$, the expansion $1/(1-q)=1+q+q^2+\cdots$ gives

$$
\frac{\rho}{\rho_0}=1+\frac34k+\left(\frac9{16}-\frac4{5\pi}\right)k^2+O(k^3).
$$

The total coefficient is 0.308. It is positive because the square of the linear term, 0.5625, exceeds the corner part, 0.2546. The corners still lower the resistivity. A chord calculation at $k=0.05$ gave an apparent coefficient of 0.310. The inverse series, unlike the conductivity, has a cubic term, with coefficient $(3/4)^3-2(3/4)(0.2546)=0.040$. At $k=0.05$ this adds 0.002 to the apparent coefficient and accounts for the difference at this precision.

For the example take $a=200$ nm, $\lambda=40$ nm and an electron density $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$. These are rough values for copper near room temperature. The free-electron relation $\sigma_0=ne^2\tau/m$, with $\tau=\lambda/v_F$ and $mv_F=\hbar k_F$, gives

$$
\rho_0=\frac{\hbar k_F}{ne^2\lambda}=1.644\ \mu\Omega\,\mathrm{cm}.
$$

Here $k_F=(3\pi^2n)^{1/3}$ is the Fermi wavevector. This $\rho_0$ is a model value. Handbook values for pure copper, about 1.68 microohm cm at 293 K and 1.72 at 300 K, lie 2 to 5 percent higher, which is more than the corner term; the ratios below matter, not the absolute digits. The ratio is $k=40/200=0.2$, so

$$
\frac{\sigma}{\sigma_0}\simeq1-0.75(0.2)+0.2546(0.2)^2=1-0.1500+0.0102=0.8602 .
$$

The corner gain is 6.8 percent of the linear loss. The full integral gives 0.8603, with a remainder of $6.4\times10^{-5}$. The resistivity is $1.644/0.8602=1.911$ microohm cm, or $1.911\times10^{-8}\ \Omega\,\mathrm m$, and the full integral agrees to this precision.

The two ways of stopping at first order err on opposite sides. Linear conductivity gives $1.644/0.85=1.934$ microohm cm, 1.2 percent above the full result. Linear resistivity, with one more digit kept in $\rho_0$, gives $1.6436\times1.15=1.890$ microohm cm, 1.1 percent below it. Adding the quadratic term to either series brings it close to 1.91. The corner term alone should not be added to a linear resistivity, since the square of the linear term is of the same order.

A real copper line of this width can depart from the model, or from the inputs chosen here, in ways that outweigh the corner gain of 0.0102. The following estimates use illustrative inputs and change one thing at a time.

- **Liner.** A poorly conducting liner 3 nm thick inside all four sides of a 200 nm outline removes 5.9 percent of the copper area.
- **Grain boundaries.** In the Mayadas–Shatzkes model, grains of 200 nm and a boundary reflection of 0.2 lower the bulk conductivity by 6.9 percent.
- **Specular reflection.** A specular fraction of 0.2 raises $\sigma/\sigma_0$ by 0.026.
- **Mean free path.** An increase of 10 percent at fixed $\sigma_0$ lowers $\sigma/\sigma_0$ by 0.013. The copper Fermi surface is not a sphere, so one path length is itself an approximation; this shift shows the sensitivity to its value, not the full effect of anisotropy.
- **Temperature.** If $\lambda$ falls as $1/T$ between 300 and 373 K, the path becomes 32 nm and the wire resistivity 2.31 microohm cm. Phonon resistivity in this range rises somewhat faster than $T$; a Bloch–Grüneisen law with a Debye temperature of 315 to 343 K gives 2.35 to 2.36.

Rounded corners weaken the term itself, because very short chords become rarer. They also shorten the perimeter relative to the area, which reduces the linear loss. For a radius of 20 nm on the 200 nm square the second effect is the larger, and the average $\sigma/\sigma_0$ of the remaining metal rises by 0.0012. The rounding also removes a fraction $(4-\pi)(20/200)^2=0.0086$ of the area. The conductance of the line therefore falls, although the average conductivity of what is left rises slightly.

Three further idealizations have small ratios behind them in this example. The Fermi wavelength is 0.46 nm, or 0.0023 of the side. The thermal energy at 300 K is 0.0037 of the Fermi energy. At 1 MA/cm$^2$ the drift speed is about $5\times10^{-7}$ of the Fermi speed. These ratios support a semiclassical, degenerate and linear treatment, but they are not computed corrections to the conductivity. No such ratio supports the single relaxation time or a wall reflection that is independent of angle.

The corner term is thus worth keeping in a model comparison, or in a fit where the mean free path, the specular fraction, the copper area and the grain scattering are known well enough. For this line, an uncertainty of about 8 percent in $\lambda$ at fixed $\sigma_0$ already moves the result as much as the corners do. The numerical output below lists the values at more digits.

## Values computed for the example and the checks

```
Corner coefficient, formula: 0.254648 (dimensionless)
Point-average coefficient at k=0.10: 0.254754
Point-average coefficient at k=0.05: 0.254839
Adjacent-face term at k=0.10: 0.0025465
All-chord term at k=0.10: 0.0025466
Film quadratic coefficient at k=0.10: 0.000055
Round-wire apparent coefficient at k=0.05: 0.018840
Corner coefficient, specular fraction 0.5: 0.063713; formula 0.063662
Resistivity quadratic coefficient: 0.307852; numerical at k=0.05: 0.309720
EXAMPLE: rough copper values near room temperature
Side: 200 nm; mean free path: 40 nm
Electron density: 8.50e+22 cm^-3; k: 0.200
Linear wall loss: 0.150000
Corner gain: 0.010186; share of linear loss: 6.79 %
Relative conductivity, linear only: 0.850000
Relative conductivity, with corner term: 0.860186
Relative conductivity, full chord integral: 0.860250
Relative conductivity, point average: 0.860252
Exponentially small remainder: 6.379e-05
Bulk resistivity, free electrons: 1.6436 microohm cm
Wire resistivity, linear sigma: 1.9336 microohm cm
Wire resistivity, with corners: 1.9107 microohm cm
Wire resistivity, full integral: 1.9106 microohm cm
WIDTH CHECK: relative conductivity, full / series / difference
a=200 nm: 0.860250 / 0.860186 / 6.379e-05; bounds -6.863e-05 to 4.186e-04
a=80 nm: 0.693692 / 0.688662 / 5.030e-03; bounds -8.616e-03 to 2.102e-02
a=40 nm: 0.517391 / 0.504648 / 1.274e-02; bounds -9.368e-02 to 1.143e-01
NEGLECTED EFFECTS: illustrative inputs, each taken separately
Specular fraction 0.2: sigma/sigma0 shift +0.026315
Grains 200 nm, reflection 0.2: bulk conductivity change -6.86 %
Corner radius 20 nm: sigma/sigma0 shift +0.001185
At 373 K, path scaled as 1/T from 300 K: 32.17 nm; wire resistivity 2.3066 microohm cm
Mean free path +10 %: sigma/sigma0 shift -0.012805
Liner 3 nm inside all four sides: metal area loss 5.91 %
Fermi wavelength: 0.4619 nm; divided by side: 2.310e-03
Fermi energy: 7.049 eV; thermal energy / Fermi energy: 3.667e-03
Current density 1.0 MA/cm^2: drift speed / Fermi speed 4.663e-07
```
